# Charge-pumping energy window from pulse edges and capture cross sections

## The question

An n-channel silicon MOSFET has traps at its Si/SiO$_2$ interface. The source and drain supply electrons to the channel, and the p-type substrate supplies holes. A trapezoidal gate pulse of amplitude $\Delta V$ switches the surface between strong inversion and strong accumulation. It falls in a time $t_f$ and rises in a time $t_r$, both measured over the full swing. The threshold voltage $V_T$ and the flat-band voltage $V_{FB}$ lie inside the swing, and

$$r=\frac{|V_T-V_{FB}|}{\Delta V}.$$

Data: $t_f=t_r=100$ ns, $r=0.50$, electron and hole capture cross sections $\sigma_n=\sigma_p=10^{-15}$ cm$^2$, temperature $T=300$ K with $kT=0.025852$ eV. Take the round values $v=10^7$ cm/s for the thermal velocity of both carriers and $n_i=10^{10}$ cm$^{-3}$ for the intrinsic density.

Assume the following unless a part says otherwise.

- The trap density $D$, per unit area and energy, and the cross sections do not depend on energy.
- Carriers obey Boltzmann statistics, and the trap degeneracy factor is one.
- In inversion every trap captures an electron, and in accumulation every trap captures a hole.
- Between $V_T$ and $V_{FB}$ capture is negligible and traps can only emit.
- All channel electrons return to the source and drain before holes arrive, so that recombination takes place through the interface traps alone.

Trap energies $E$ are measured from the intrinsic level $E_i$ at the surface.

## Part (a): emission rates

**Question.** Use detailed balance to find the rates $e_n$ and $e_p$ at which a trap emits an electron to the conduction band and a hole to the valence band.

**Model answer.** Let $f$ be the probability that the trap holds an electron. Electrons with density $n$ per unit volume at the surface are captured at the rate $\sigma_n v n(1-f)$ and emitted at the rate $e_n f$. In equilibrium these two rates are equal, because each band separately must have no net exchange with the trap:

$$e_n=\sigma_n v n\,\frac{1-f}{f}.$$

With the Fermi level $E_F$ also measured from $E_i$, equilibrium gives

$$n=n_i e^{E_F/kT},\qquad \frac{1-f}{f}=e^{(E-E_F)/kT}.$$

The Fermi level cancels in the product:

$$e_n=\sigma_n v n_i\,e^{E/kT}.$$

For holes of density $p=n_i e^{-E_F/kT}$, capture proceeds at the rate $\sigma_p v p f$ and emission at the rate $e_p(1-f)$. Therefore

$$e_p=\sigma_p v p\,\frac{f}{1-f}=\sigma_p v n_i e^{-E_F/kT}e^{(E_F-E)/kT}=\sigma_p v n_i\,e^{-E/kT}.$$

An interface trap moves together with the surface bands when they bend. Its energy relative to $E_i$ is therefore fixed, and both rates stay constant while the gate voltage changes.

## Part (b): the two limiting levels

**Question.** Define the upper level $E_e$ by the condition that electron emission rate times available emission time equals one, and the lower level $E_h$ by the same condition for holes. Derive the window $W=E_e-E_h$.

**Model answer.** On the falling edge the gate voltage changes at the constant rate $\Delta V/t_f$. The passage from $V_T$ to $V_{FB}$ takes

$$t_e=\frac{|V_T-V_{FB}|}{\Delta V/t_f}=r\,t_f .$$

A trap starts this interval filled. If hole emission is ignored, $df/dt=-e_nf$, so the electron is still present at the end with probability $e^{-e_nt_e}$. The condition $e_nt_e=1$ marks the level at which this probability is $1/e\approx0.37$:

$$\sigma_n v n_i t_e\,e^{E_e/kT}=1
\quad\Rightarrow\quad
E_e=-kT\ln(\sigma_n v n_i\,r t_f).$$

On the rising edge the trap starts with a hole, which it can emit for a time $t_h=r\,t_r$. The condition $e_pt_h=1$ gives

$$\sigma_p v n_i t_h\,e^{-E_h/kT}=1
\quad\Rightarrow\quad
E_h=+kT\ln(\sigma_p v n_i\,r t_r).$$

Subtraction adds the two logarithms:

$$W=-kT\ln\!\left[(v n_i r)^2\,\sigma_n\sigma_p\,t_ft_r\right]
=-2kT\ln\!\left[v n_i\sqrt{\sigma_n\sigma_p}\;r\sqrt{t_ft_r}\right].$$

Traps well above $E_e$ return their electrons to the conduction band before holes arrive. Traps well below $E_h$ return their holes to the valence band before electrons arrive. Those in between pass an electron from the channel to a hole from the substrate, which is the recombination that charge pumping measures.

## Part (c): numerical value

**Question.** Evaluate $E_e$, $E_h$ and $W$ for the data. Check that ignoring hole emission at $E_e$ was justified.

**Model answer.** The emission time on each edge is $0.50\times100$ ns $=50$ ns. The emission rate of a midgap trap is

$$\sigma v n_i=10^{-15}\times10^{7}\times10^{10}\ \text{s}^{-1}=100\ \text{s}^{-1}.$$

The argument of the logarithm is the product

$$a=100\ \text{s}^{-1}\times 5.0\times10^{-8}\ \text{s}=5.0\times10^{-6},\qquad \ln a=-12.206 .$$

The levels are

$$E_e=0.025852\times12.206\ \text{eV}=0.316\ \text{eV},\qquad E_h=-0.316\ \text{eV},$$

and the window is

$$W=2\times0.025852\times12.206\ \text{eV}=0.631\ \text{eV}\approx0.63\ \text{eV},$$

or $1.01\times10^{-19}$ J. Both levels lie inside the silicon gap, whose edges are roughly 0.56 eV from midgap.

At $E_e$ the factor $e^{E_e/kT}$ equals $1/a$. Hence $e_pt_e=a\,e^{-E_e/kT}=a^2=2.5\times10^{-11}$, which is negligible beside $e_nt_e=1$. Numerical integration of the rate equation with both emission processes places the $1/e$ levels at the same energies, as the numerical output shows.

The second decimal of $W$ belongs to the chosen inputs. A factor of two in $v$ or in $n_i$ would shift $W$ by $2kT\ln2\approx0.036$ eV.

## Part (d): the width that sets the pumped charge

**Question.** The charge pumped per cycle and unit area is written $Q=qDW_Q$, where $q$ is the elementary charge. Find $W_Q$. By how much is $D$ misjudged if $W$ is used in its place?

**Model answer.** Count the electrons that one trap takes from the conduction band in a cycle. During the falling edge it returns an electron with probability $1-e^{-e_nt_e}$. In accumulation any remaining electron recombines with a hole. During the rising edge the hole survives with probability $e^{-e_pt_h}$, and in inversion the trap then captures a channel electron with this same probability. The net number taken is

$$N(E)=e^{-e_pt_h}-\left(1-e^{-e_nt_e}\right)=e^{-e_nt_e}+e^{-e_pt_h}-1 .$$

This treats each edge as having one emission process. A trap can emit a second time on the same edge only after the other process has acted. For the data of part (c), the product $(e_nt_e)(e_pt_e)$ equals $a^2$ at every energy, so keeping both processes changes $N$ by less than $a^2=2.5\times10^{-11}$.

The width is $W_Q=\int N\,dE$. Introduce $x=(E-E_e)/kT$ and $y=(E_h-E)/kT$. By the definitions of the two levels, $e_nt_e=e^{x}$ and $e_pt_h=e^{y}$. Let $\theta$ be the unit step function, and separate a sharp step from each exponential:

$$N=\big[\theta(-x)+\theta(-y)-1\big]+\big[e^{-e^{x}}-\theta(-x)\big]+\big[e^{-e^{y}}-\theta(-y)\big].$$

The first bracket is one for $E_h<E<E_e$ and zero outside, so it integrates to $W$. Each of the other two integrates to $kT\,J$, with

$$J=\int_{-\infty}^{\infty}\left[e^{-e^{x}}-\theta(-x)\right]dx .$$

The infinite limits are allowed because the integrand is negligible at the band edges. With $s=e^x$ and $dx=ds/s$,

$$J=\int_0^1\frac{e^{-s}-1}{s}\,ds+\int_1^\infty\frac{e^{-s}}{s}\,ds .$$

Integrate both terms by parts, using $1/s=d(\ln s)/ds$:

$$J=\Big[(e^{-s}-1)\ln s\Big]_0^1+\int_0^1e^{-s}\ln s\,ds+\Big[e^{-s}\ln s\Big]_1^\infty+\int_1^\infty e^{-s}\ln s\,ds .$$

The boundary terms vanish: $\ln1=0$, $(e^{-s}-1)\ln s\to -s\ln s\to0$ as $s\to0$, and $e^{-s}\ln s\to0$ as $s\to\infty$. What remains is the derivative of the gamma function at one:

$$J=\int_0^\infty e^{-s}\ln s\,ds=\Gamma'(1)=-\gamma,\qquad \gamma=0.57722 .$$

Hence

$$W_Q=W-2\gamma kT=0.6311\ \text{eV}-0.0298\ \text{eV}=0.601\ \text{eV}.$$

An explicit count of electrons over the cycle, integrated over energy with both emission processes kept, gives the same value.

The density inferred with $W$ is $Q/(qW)=D\,W_Q/W=0.953\,D$, which is 4.7 % below the true density of this model. The value 0.63 eV is thus the distance between two levels defined by a convention, and 0.60 eV is the width that multiplies $D$.

## Part (e): slower edges and unequal traps

**Question.** (i) How does $W$ change if both edges are made ten times longer? When does the formula break down for slow edges? (ii) Find the levels, $W$ and $W_Q$ for $\sigma_n=4.0\times10^{-15}$ cm$^2$, $\sigma_p=5.0\times10^{-16}$ cm$^2$, $t_f=300$ ns, $t_r=50$ ns and $r=0.30$.

**Model answer.** (i) The factor $\sqrt{t_ft_r}$ grows tenfold, so $W$ shrinks by

$$2kT\ln10=0.119\ \text{eV}.$$

Slower edges give deeper traps, which lie closer to midgap, time to emit, and the window closes towards midgap. A tenfold increase of both cross sections has the same effect on $W$, since it raises the emission rates by the same factor.

The formula reaches $W=0$ when $a=1$. For the original data this requires edges longer by $1/(5.0\times10^{-6})=2\times10^5$, that is, 20 ms. It has failed before that point, because the derivation needs $a\ll1$: otherwise midgap traps emit both carriers during one edge. This condition concerns emission alone and is not sufficient for a device. Capture inside the interval, treated in part (f), spoils the formula earlier: for the device of that part, 1 ms edges ($a=0.05$) give a charge width of 0.180 eV against $W_Q=0.125$ eV from the formula.

(ii) The emission times are $t_e=0.30\times300$ ns $=90$ ns and $t_h=0.30\times50$ ns $=15$ ns. The midgap rates are $\sigma_nvn_i=400$ s$^{-1}$ and $\sigma_pvn_i=50$ s$^{-1}$. Therefore

$$E_e=-kT\ln(3.6\times10^{-5})=0.025852\times10.232\ \text{eV}=0.265\ \text{eV},$$

$$E_h=kT\ln(7.5\times10^{-7})=-0.025852\times14.103\ \text{eV}=-0.365\ \text{eV}.$$

The window is $W=0.629$ eV, and $W_Q=0.629-0.030=0.599$ eV, again in agreement with the explicit count. The width is almost that of the symmetric case, but its centre lies 0.05 eV below midgap. The pumped charge depends on the product $\sigma_n\sigma_p$ through the width, and by itself it does not tell where in the gap the probed traps lie.

## Part (f): do emission times really run from threshold to flat band?

**Question.** The trap kinetics are now solved with capture and emission acting throughout the pulse, for the original cross sections and $r=0.50$. The device has a doping of $10^{17}$ cm$^{-3}$ and 5 nm of oxide, which give $|V_T-V_{FB}|=1.074$ V, and the flat parts of the pulse last 1 µs. Threshold is defined by a surface electron density equal to the doping. The charge width comes out as 0.606 eV for 100 ns edges and 0.496 eV for 1000 ns edges. Compare these values with the formula and explain the differences.

**Model answer.** For 100 ns edges the formula gives $W_Q=0.601$ eV, so the full kinetics give a width larger by about 0.005 eV, or 0.8 % of $W_Q$. For 1000 ns edges the formula gives $0.601-0.119=0.482$ eV, and the excess is 0.014 eV. The narrowing per decade is 0.110 eV instead of 0.119 eV.

Capture remains effective as long as a carrier is captured within the time in which the surface density changes appreciably. At a density equal to the doping, the capture time is

$$\frac{1}{\sigma v N_A}=\frac{1}{10^{-15}\times10^{7}\times10^{17}}\ \text{s}=1\ \text{ns}.$$

This is the situation of electrons at threshold and of holes at flat band. The surface density changes by a factor $e$ when the surface potential moves by $kT/q\approx26$ mV. The gate voltage must move by at least as much, because the voltage across the oxide changes in the same direction. At the sweep rate $1.074\ \text{V}/50\ \text{ns}\approx21$ mV/ns this takes at least about 1.2 ns.

The two times are comparable. For 100 ns edges, electron capture therefore stops being effective near $V_T$, and hole capture becomes effective near $V_{FB}$, which is what the simple formula assumes.

With edges ten times longer, the density changes ten times more slowly, and capture stays effective down to densities about ten times lower than before, which is less than a tenth of the doping. Electron capture then persists beyond $V_T$, and hole capture begins before $V_{FB}$. Pure emission fills a smaller fraction of the interval, so the true window is wider than the formula predicts. This is an order-of-magnitude argument. It accounts for the sign of the excess and for its growth with edge time, while the sizes come from the numerical solution.

That solution uses Boltzmann carrier densities in equilibrium with the gate voltage at each instant. On the flat parts these reach 1 to $2\times10^{19}$ cm$^{-3}$, where Boltzmann statistics are only rough, but capture is complete there and a moderate shift of the pulse levels leaves the widths unchanged. The effect of the trapped charge on the surface potential is not included. It leaves out quantum confinement of the carriers, traps located inside the oxide and the finite time needed to fill or empty a long channel. For this device and these edges, the formula gives the charge width to within 0.014 eV. The sign of the excess is not general: with a doping of $10^{16}$ cm$^{-3}$, where capture at threshold is ten times slower, and the same oxide, $r$ and 100 ns edges, the width lies 0.004 eV below the formula. Because the width depends only on the logarithm of the emission time, this agreement is not a sharp test of the endpoints themselves, and it does not establish the formula for every transistor.

## Computed values

```
temperature: 300 K
thermal energy kT: 0.025852 eV
intrinsic density: 1.0e+10 cm^-3
thermal velocity: 1.0e+07 cm/s
cross sections (both): 1.0e-15 cm^2
edge times (both): 100 ns
threshold-to-flat-band span / amplitude: 0.50
emission time per edge: 50.0 ns
midgap emission rate: 100.0 1/s
argument of logarithm: 5.000e-06
its natural logarithm: -12.2061
upper level from formula: 0.3156 eV
lower level from formula: -0.3156 eV
upper level from rate equation: 0.3156 eV
lower level from rate equation: -0.3156 eV
window W: 0.6311 eV
window W: 1.0111e-19 J
Euler constant: 0.57722
correction 2 gamma kT: 0.0298 eV
charge width W_Q from formula: 0.6013 eV
charge width from electron counting: 0.6013 eV
extracted / true trap density if W is used: 0.9527
narrowing per tenfold edge time: 0.1191 eV
uneven case, sigma_n: 4.0e-15 cm^2, sigma_p: 5.0e-16 cm^2
uneven case, fall: 300 ns, rise: 50 ns, span ratio: 0.30
uneven case, W_Q from formula: 0.5993 eV
uneven case, W_Q from counting: 0.5993 eV
simulation doping: 1.0e+17 cm^-3
simulation oxide thickness: 5.0 nm
simulation flat parts: 1.0 us
simulation V_T - V_FB: 1.0742 V
simulation pulse amplitude: 2.1484 V
capture time at density equal to doping: 1.00 ns
full simulation, charge width: 0.6059 eV
full simulation, half the time steps: 0.6059 eV
full simulation, tenfold edge time: 0.4963 eV
full simulation, narrowing: 0.1097 eV
```
